\section*{Exponential Relaxation of a Sputtered Atom's Mean Energy in a Gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one collision to the relaxation law}

Q: A copper atom knocked out of a sputtering target carries a few electronvolts. The argon atoms around it carry a few hundredths of an electronvolt each. One collision may take most of the copper atom's energy or almost none. How can anything as simple as an exponential come out of that?

A: It cannot for a single atom, whose energy jumps at random. It can for the mean energy of many such atoms, if the mean loss in a collision is linear in the energy and all atoms collide equally often. Both properties have to be earned from assumptions, so let me state the model.

An atom of mass $m_1$ and velocity $\mathbf v_1$ moves through a uniform gas of atoms of mass $m_2$. The gas is at rest as a whole, has a Maxwellian velocity distribution at temperature $T$, and is so dilute that collisions involve two atoms at a time and the partners' velocities are uncorrelated with $\mathbf v_1$. The sputtered atoms are too few to heat the gas or to meet each other. Collisions are elastic, and between collisions the atoms move freely.

Q: You will also want isotropic scattering. Isotropic as seen by whom?

A: By an observer moving with the centre of mass of the colliding pair. In the laboratory a fast heavy atom continues mostly forward even then. Define
\begin{equation}
M=m_1+m_2,\quad \mu=\frac{m_1m_2}{M},\quad
\mathbf V=\frac{m_1\mathbf v_1+m_2\mathbf v_2}{M},\quad
\mathbf g=\mathbf v_1-\mathbf v_2 .
\end{equation}
Solving the last two definitions for the velocities gives
\begin{equation}
\mathbf v_1=\mathbf V+\frac{m_2}{M}\mathbf g,\qquad
\mathbf v_2=\mathbf V-\frac{m_1}{M}\mathbf g .
\label{eq:split}
\end{equation}
Isotropy means that the relative velocity after the collision, $\mathbf g'$, points in every direction with equal probability.

Q: And its length?

A: It is unchanged. Insert (\ref{eq:split}) into the total kinetic energy. The terms in $\mathbf V\cdot\mathbf g$ are $+m_1m_2/M$ and $-m_2m_1/M$ and cancel, which leaves
\begin{equation}
\frac{m_1v_1^2}{2}+\frac{m_2v_2^2}{2}
=\frac{MV^2}{2}+\frac{m_1m_2^2+m_2m_1^2}{2M^2}\,g^2
=\frac{MV^2}{2}+\frac{\mu g^2}{2}.
\end{equation}
Momentum conservation fixes $\mathbf V$, and elasticity fixes the total energy. Hence $|\mathbf g'|=|\mathbf g|$.

Q: Then what does the sputtered atom lose?

A: Write $E=m_1v_1^2/2$. After the collision its velocity is $\mathbf V+(m_2/M)\mathbf g'$, so
\begin{align}
\Delta E&=\frac{m_1}{2}\left[\left(\mathbf V+\frac{m_2}{M}\mathbf g'\right)^2
-\left(\mathbf V+\frac{m_2}{M}\mathbf g\right)^2\right]\nonumber\\
&=\frac{m_1}{2}\left[\frac{2m_2}{M}\mathbf V\cdot(\mathbf g'-\mathbf g)
+\frac{m_2^2}{M^2}\left(g'^2-g^2\right)\right]
=\mu\,\mathbf V\cdot(\mathbf g'-\mathbf g).
\label{eq:deltaE}
\end{align}
The squares $V^2$ cancel in the first step, and $g'^2=g^2$ removes the last bracket.

Now let $\chi$ be the angle between $\mathbf g$ and $\mathbf g'$. The part of $\mathbf g'$ perpendicular to $\mathbf g$ averages to zero over the azimuth, because a central force prefers no azimuth. The part along $\mathbf g$ is $\mathbf g\cos\chi$. With an overbar for the average over scattering directions,
\begin{equation}
\overline{\Delta E}=-\mu\,(1-c)\,\mathbf V\cdot\mathbf g,
\qquad c=\overline{\cos\chi}.
\label{eq:angular}
\end{equation}
Isotropic scattering has $c=0$. I keep $c$ because it shows later what forward scattering does.

Q: That has the sign of a loss only if $\mathbf V\cdot\mathbf g$ is positive. Is it?

A: Not always, and it should not be, since a slow atom must be able to gain energy from the gas. Expand the product:
\begin{align}
M\,\mathbf V\cdot\mathbf g
&=(m_1\mathbf v_1+m_2\mathbf v_2)\cdot(\mathbf v_1-\mathbf v_2)\nonumber\\
&=m_1v_1^2-m_2v_2^2+(m_2-m_1)\,\mathbf v_1\cdot\mathbf v_2\nonumber\\
&=2E-2E_2+(m_2-m_1)\,\mathbf v_1\cdot\mathbf v_2 ,
\label{eq:Vg}
\end{align}
where $E_2=m_2v_2^2/2$ is the partner's energy. Apart from the cross term, the direction of the transfer is set by which atom has more energy.

Q: Try it on a partner at rest, where I can judge the factors.

A: Then $E_2=0$ and the cross term vanishes. For one definite angle, (\ref{eq:deltaE}) and (\ref{eq:Vg}) give
\begin{equation}
-\Delta E=\frac{2\mu}{M}(1-\cos\chi)E
=\frac{2m_1m_2}{M^2}(1-\cos\chi)E .
\end{equation}
No azimuthal average is needed here, because $\mathbf V$ is parallel to $\mathbf g$. A head-on collision, $\cos\chi=-1$, transfers the fraction $4m_1m_2/M^2$. For equal masses that is the whole energy, as it must be when the atoms exchange velocities. The isotropic average is half the head-on value.

Q: The gas is not at rest. You must average over partners, and an atom does not meet them impartially: it runs into those that approach it fast.

A: This is where the collision frequency matters. Let $n$ be the gas density, $f(\mathbf v_2)$ its normalized velocity distribution and $\sigma(g)$ the total cross-section. Collisions with partners in $d^3v_2$ occur at the rate
\begin{equation}
n\,g\,\sigma(g)\,f(\mathbf v_2)\,d^3v_2 .
\label{eq:rate}
\end{equation}
The factor $g$ is the preference you describe. I assume that $\sigma$ is proportional to $1/g$, so that $ng\sigma(g)=\nu$ is a constant. The total rate is then $\nu$ for every atom, and the probability of a partner, (\ref{eq:rate}) divided by $\nu$, is simply $f(\mathbf v_2)\,d^3v_2$.

So ``speed-independent collision frequency'' has to mean independent of the relative speed. With that reading, a gas at rest gives
\begin{equation}
\langle\mathbf v_2\rangle_2=0,\qquad
\langle E_2\rangle_2=\tfrac32kT\equiv E_T ,
\end{equation}
where the subscript on the bracket marks the average over partners. The cross term in (\ref{eq:Vg}) drops out because $\mathbf v_1$ is fixed during this average. Equation (\ref{eq:angular}) with $c=0$ becomes
\begin{equation}
\langle\overline{\Delta E}\rangle_2=-\kappa\,(E-E_T),\qquad
\kappa=\frac{2\mu}{M}=\frac{2m_1m_2}{(m_1+m_2)^2}.
\label{eq:onecollision}
\end{equation}

Q: Suppose the cross-section were constant instead, as for hard spheres. Would (\ref{eq:onecollision}) be badly wrong?

A: It would fail even at its zero. Take equal masses and an atom with $E=E_T$. The cross term is absent, and (\ref{eq:angular}) and (\ref{eq:Vg}) give $\overline{\Delta E}=(E_2-E)/2$. Partners are now weighted by $g$. For a given partner speed $v_2$, the average of $g$ over the partner's directions is
\begin{equation}
\frac12\int_{-1}^{1}\!\sqrt{v_1^2+v_2^2-2v_1v_2x}\;dx=
\begin{cases}
v_1+v_2^2/(3v_1), & v_2<v_1,\\
v_2+v_1^2/(3v_2), & v_2>v_1 .
\end{cases}
\end{equation}
Both expressions rise with $v_2$; the second has slope $1-v_1^2/(3v_2^2)>0$. Fast partners are therefore over-represented, their weighted mean energy exceeds $E_T$, and the atom gains energy on average. Direct integration over the gas velocities gives a gain of $0.115\,kT$ per collision. This does not disturb equilibrium, in which atoms of all energies are present and their gains and losses balance. It does mean that the mean energy no longer obeys an equation of its own.

Q: Return to constant $\nu$. You have one atom of known energy and one collision. I asked about a crowd with a spread of energies.

A: In a short time $dt$ each atom collides with probability $\nu\,dt$, whatever its velocity. Let $\langle E\rangle$ be the mean over all sputtered atoms. Averaging (\ref{eq:onecollision}) over them gives
\begin{equation}
\frac{d\langle E\rangle}{dt}
=\nu\,\bigl\langle-\kappa(E-E_T)\bigr\rangle
=-\kappa\nu\,\bigl(\langle E\rangle-E_T\bigr).
\label{eq:ode}
\end{equation}
The last step uses linearity in $E$: the mean of a linear function is that function of the mean. It also uses the constancy of $\nu$. Had $\nu$ depended on velocity, the average of a product would have appeared, and with it further details of the distribution.

The excess $y=\langle E\rangle-E_T$ satisfies $dy/dt=-\kappa\nu y$, because $E_T$ is constant. With $\langle E\rangle=E_0$ at $t=0$,
\begin{equation}
\boxed{\;\langle E\rangle(t)=\tfrac32kT+\left(E_0-\tfrac32kT\right)e^{-\kappa\nu t},
\qquad \kappa=\frac{2m_1m_2}{(m_1+m_2)^2}\;}
\label{eq:law}
\end{equation}

Q: So the shape of the initial distribution is irrelevant?

A: For the mean energy in this model, yes; only $E_0$ enters. Even the Maxwellian form of the gas distribution was not used. The derivation needed zero mean velocity and the mean energy $3kT/2$. If the atoms start colder than the gas, $E_0-E_T$ is negative and the same formula describes heating.

Q: The rate is symmetric in the two masses. I would have expected a heavy atom to be harder to slow than a light one.

A: It is, compared with an atom of the gas's own mass, but a very light atom is also slow to lose energy. With $r=m_1/m_2$,
\begin{equation}
\frac12-\kappa=\frac{(1+r)^2-4r}{2(1+r)^2}=\frac{(1-r)^2}{2(1+r)^2}\ge0 .
\end{equation}
The largest value is $\kappa=1/2$, at equal masses. For $r\gg1$, $\kappa\approx2m_2/m_1$: a heavy atom brushes light ones aside. For $r\ll1$, $\kappa\approx2m_1/m_2$: a light atom bounces off with its speed almost unchanged. In argon, $\kappa$ is 0.481 for aluminium, 0.474 for copper and 0.293 for tungsten. At the same $\nu$, tungsten therefore needs $0.474/0.293\approx1.6$ times as long as copper.

Q: Real atoms at a few electronvolts scatter forward. Does that destroy the exponential?

A: Not by itself. Keeping $c$ from (\ref{eq:angular}) multiplies the rate by $1-c$, so the decay constant is $\kappa\nu(1-c)$. What must be constant is the product
\begin{equation}
\nu(1-c)=n\,g\,\sigma_m(g),\qquad
\sigma_m=\int(1-\cos\chi)\,d\sigma ,
\end{equation}
where $\sigma_m$ is the momentum-transfer cross-section.

A repulsive potential $C/r^s$ with $s>1$ shows when this happens in classical mechanics. Measure length in units of $b_0=(C/\mu g^2)^{1/s}$ and time in units of $b_0/g$. The equation of relative motion then contains neither $C$, $\mu$ nor $g$, and the incoming speed is one. The deflection depends only on the impact parameter divided by $b_0$, so
\begin{equation}
\sigma_m\propto b_0^2\propto g^{-4/s},\qquad
n\,g\,\sigma_m\propto g^{\,1-4/s}.
\label{eq:power}
\end{equation}
The rate is independent of $g$ for $s=4$. A steeper repulsion gives a rate that grows with speed, and $s\to\infty$ is the hard sphere.

Q: I would trust the one-collision formula more if someone had integrated it without your algebra.

A: That was done from the collision kinematics, by summing over gas velocities and scattering directions. The sets $(m_1,m_2,kT)$ were $(1,1,1)$, $(0.4,1.3,0.7)$ and $(5,1,2)$ in reduced units. Each was taken with $\mathbf v_1=(0.31,-0.2,0.1)$ and $(2.3,1.1,-0.7)$, and with $c=0$ and $c=0.3$, for the angular law $(1+3c\cos\chi)/2$ per unit of $\cos\chi$. The largest deviation from $-\kappa(1-c)(E-E_T)$ was $1.8\times10^{-15}$, which is rounding error.

\section{Copper in argon, and where the law fails}

Q: Before we put in numbers, remind me what we are carrying over.

A: A sputtered atom has mass $m_1$, velocity $\mathbf v_1$ and energy $E$; a gas atom has mass $m_2$; $M=m_1+m_2$ and $\mu=m_1m_2/M$. The relative velocity is $\mathbf g$, the gas density is $n$, and $E_T=3kT/2$. For isotropic scattering in the centre-of-mass frame and a collision frequency $\nu$ independent of $g$, one collision changes the energy on average by $-\kappa(E-E_T)$, with $\kappa=2m_1m_2/M^2$. The mean over all atoms is $\langle E\rangle=E_T+(E_0-E_T)e^{-\kappa\nu t}$. A mean scattering cosine $c$ multiplies the rate by $1-c$.

Q: I see a contradiction. If each collision removes the fraction $\kappa$ of the excess, then after $\nu t$ collisions the excess should be multiplied by $(1-\kappa)^{\nu t}$. That is not $e^{-\kappa\nu t}$.

A: Both factors are right, for different groups of atoms. Let $\mathcal E_j$ be the mean energy of atoms that have made exactly $j$ collisions. Each new partner is drawn from the same gas distribution, so
\begin{equation}
\mathcal E_{j+1}-E_T=(1-\kappa)(\mathcal E_j-E_T),\qquad
\mathcal E_j=E_T+(E_0-E_T)(1-\kappa)^j .
\end{equation}
At a given time, however, atoms differ in their number of collisions. Since $\nu$ is constant, that number has a Poisson distribution of mean $\nu t$, and the excess is multiplied by
\begin{equation}
\sum_{j=0}^{\infty}e^{-\nu t}\frac{(\nu t)^j}{j!}(1-\kappa)^j
=e^{-\nu t}e^{(1-\kappa)\nu t}=e^{-\kappa\nu t}.
\label{eq:poisson}
\end{equation}
The terms of this sum are themselves proportional to a Poisson distribution, of mean $(1-\kappa)\nu t$. If atoms are weighted by the excess they carry, their mean number of collisions is therefore smaller than $\nu t$ by the factor $1-\kappa$.

For isotropic scattering and a collision frequency independent of relative speed, the mean energy of the sputtered atoms relaxes exponentially to $\tfrac32kT$, and this agrees with the loss of a fraction $\kappa$ of the excess per collision. It remains to find how far the atoms travel as they slow, to put in numbers for copper in argon, and to see where the law fails.

Numbers in the example were calculated in double precision.
